# Critical thickness on a compliant substrate by energy and by force, part 2

A strained film of thickness $h_f$ lies on a substrate of thickness $h_s$. The question is when misfit dislocations become favourable at their interface. The bilayer is free to change its in-plane length but is held flat, as on a frictionless flat support. Both layers are isotropic, with the same shear modulus $\mu$, Poisson's ratio $\nu$ and biaxial modulus $M=2\mu(1+\nu)/(1-\nu)$. Their in-plane strains are $\varepsilon_f$ and $\varepsilon_s$, positive in tension. In the coherent state $\varepsilon_f-\varepsilon_s=\varepsilon_m$, where $\varepsilon_m>0$ is the misfit.

A misfit line has in-plane edge Burgers component $b$ and costs energy $E_d$ per length. The critical film thickness on a bulk substrate is $h_{c,\mathrm{bulk}}$.

The first derivation minimized the energy per area $U$ of two perpendicular dislocation arrays, each with $\rho$ lines per length. The coherent energy is $U=M\varepsilon_m^2h_{\mathrm{eff}}$, with $h_{\mathrm{eff}}=h_fh_s/(h_f+h_s)$. The onset is $M\varepsilon_mb\,h_{\mathrm{eff}}=E_d$. With the same $E_d$ as on a bulk substrate, this gives the simple law

$$\boxed{\frac{1}{h_{c,\mathrm{bulk}}}=\frac{1}{h_f}+\frac{1}{h_s}}$$

Beyond the onset, the uniform-misfit model gives

$$\rho b=\varepsilon_m\left(1-\frac{h_{c,\mathrm{bulk}}}{h_{\mathrm{eff}}}\right).$$

The second derivation follows a threading segment, the part of a dislocation that crosses the film. Advancing by $\delta y$, it lays down an equal length of misfit line and sweeps a strip of width $h_f/\cos\varphi$, inclined by $\varphi$ to the film normal. The film stress $\sigma_f$ releases the energy $\delta W$, so the driving force is

$$\frac{\delta W}{\delta y}=\sigma_fbh_f=M\varepsilon_fbh_f .$$

The example has $\mu=60$ GPa, $\nu=0.25$, $M=200$ GPa, $b=0.40$ nm and $\varepsilon_m=0.01$. Its line energy is $E_d=K\ln(R/r_0)$, with $K=\mu b^2/[4\pi(1-\nu)]=1.019$ nJ/m, core cutoff $r_0=0.10$ nm and outer length $R=2h_f$. On a bulk substrate the logarithm is 4.81, $E_d=4.90$ nJ/m and $h_{c,\mathrm{bulk}}=6.12$ nm. For $h_s=10$ nm the simple law gives $h_f=15.8$ nm.

### Force balance gives the same law

The strain $\varepsilon_f$ follows from mechanical equilibrium. No external in-plane force acts on the bilayer, so across any vertical section

$$M\varepsilon_fh_f+M\varepsilon_sh_s=0 .$$

Coherence requires $\varepsilon_s=\varepsilon_f-\varepsilon_m$. Substitution gives $\varepsilon_f(h_f+h_s)=\varepsilon_mh_s$, and hence

$$M\varepsilon_fbh_f=M\varepsilon_mb\,\frac{h_fh_s}{h_f+h_s}.$$

The segment is in neutral equilibrium when this driving force equals the line energy:

$$M\varepsilon_mb\,\frac{h_fh_s}{h_f+h_s}=E_d .$$

On a bulk substrate $\varepsilon_f=\varepsilon_m$, and the condition is $M\varepsilon_mb\,h_{c,\mathrm{bulk}}=E_d$. With the same $E_d$, the two left-hand sides are equal. Dividing by $M\varepsilon_mb$ and taking reciprocals gives

$$\frac{1}{h_{c,\mathrm{bulk}}}=\frac{h_f+h_s}{h_fh_s}=\frac{1}{h_f}+\frac{1}{h_s}.$$

In this picture the compliant substrate acts by lowering the stress in the film. The driving force is the product of stress and thickness, and it saturates as the film grows. Its limit for $h_f\to\infty$ is $M\varepsilon_mbh_s$. If this limit does not exceed $E_d$, the segment is never driven forward. That is again the threshold $h_s=h_{c,\mathrm{bulk}}$.

A segment that crosses the substrate instead of the film feels the driving force $-M\varepsilon_sbh_s$. By force balance this has the same value, so both layers lead to the same criterion.

### One line or two arrays

The first derivation added two arrays together, while the second adds a single line. To connect them, let the arrays have separate densities $\rho_x$ and $\rho_y$, which leave misfits $e_x=\varepsilon_m-\rho_xb$ and $e_y=\varepsilon_m-\rho_yb$. With equal elastic constants, force balance divides each component between the layers as before. The plane-stress energy is then

$$U_{\mathrm{el}}=\frac{Mh_{\mathrm{eff}}}{2(1+\nu)}\left(e_x^2+e_y^2+2\nu e_xe_y\right).$$

For $e_x=e_y=\varepsilon_m$ the bracket is $2(1+\nu)\varepsilon_m^2$, which returns $M\varepsilon_m^2h_{\mathrm{eff}}$. The energy released by the first lines of one array is

$$-\left.\frac{\partial U_{\mathrm{el}}}{\partial\rho_x}\right|_0
=\frac{Mh_{\mathrm{eff}}}{2(1+\nu)}\,b\,(2\varepsilon_m+2\nu\varepsilon_m)
=M\varepsilon_mb\,h_{\mathrm{eff}} .$$

This is the driving force found above. One array and two arrays have the same onset, because adding both doubles the gain and the cost alike.

### What each derivation assumes

Both derivations use small strains, linear elasticity, a free in-plane length and a common $E_d$. They differ in what else they need and in what else they supply.

The energy route compares equilibrium states. It needs an expression for the energy at finite density. In return it can give the density beyond the onset, but only as well as that expression describes the interaction between lines. It does not ask how the lines arrive.

The force route needs a threading segment that already exists and can move. It gives the condition for that segment to advance, but by itself it says nothing about how dislocations nucleate. Lattice friction $F$ per length of segment would add a term $Fh_f/\cos\varphi$ to the cost, where $h_f/\cos\varphi$ is the width of the swept strip, and the film could then stay coherent beyond the equilibrium thickness. The force route also shows directly that the driving force is the total in-plane force of the film times $b$, a form that remains useful when the stress varies through the film.

### Unequal moduli

If the layers have moduli $M_f$ and $M_s$, force balance reads $M_f\varepsilon_fh_f+M_s\varepsilon_sh_s=0$, which gives

$$\varepsilon_f=\varepsilon_m\frac{M_sh_s}{M_fh_f+M_sh_s}.$$

The compliant condition $M_f\varepsilon_fbh_f=E_d$ and the bulk condition $M_f\varepsilon_mbh_{c,\mathrm{bulk}}=E_d$ together give

$$\frac{1}{h_{c,\mathrm{bulk}}}=\frac{M_fh_f+M_sh_s}{h_fM_sh_s}
=\frac{1}{h_f}+\frac{M_f}{M_s}\frac{1}{h_s}.$$

A stiffer substrate behaves like a thicker one. For $M_s/M_f=1.6$ and $h_s=10$ nm, the critical film thickness in the example falls from 15.8 to 9.9 nm. The line energy is held fixed here, although a change of modulus would in general alter it too.

### The neglected logarithm

The size of the neglected change can be found in closed form for a screw dislocation. Let it lie at depth $h_f$ in a plate of thickness $h=h_f+h_s$ with free faces at $y'=0$ and $y'=h$. Take dislocations of the same sign at $h_f+2nh$ and of opposite sign at $-h_f+2nh$, for all integers $n$. The one at $h_f$ is the real dislocation and the others are its images. Together they leave both faces free of traction. On the line from the surface to the dislocation, the stress is

$$\tau(y')=\frac{\mu b}{2\pi}\sum_n\left[\frac{1}{y'+h_f-2nh}-\frac{1}{y'-h_f-2nh}\right],$$

where $b$ now stands for the screw Burgers vector. The sum $\sum_n1/(u-2nh)=(\pi/2h)\cot(\pi u/2h)$, taken symmetrically in $n$, turns this into

$$\tau=\frac{\mu b}{4h}\left[\cot\frac{\pi(h_f+y')}{2h}+\cot\frac{\pi(h_f-y')}{2h}\right].$$

The line energy is $\tfrac12b\int_0^{h_f-r_0}\tau\,dy'$. Since $(\pi/2h)\cot(\pi u/2h)$ is the derivative of $\ln\sin(\pi u/2h)$,

$$E_{\mathrm{screw}}=\frac{\mu b^2}{4\pi}\left[\ln\frac{\sin[\pi(h_f+y')/2h]}{\sin[\pi(h_f-y')/2h]}\right]_0^{h_f-r_0}.$$

The lower limit contributes $\ln1=0$. At the upper limit, for small $r_0$, the numerator tends to $\sin(\pi h_f/h)$ and the denominator to $\pi r_0/2h$. Therefore

$$E_{\mathrm{screw}}\approx\frac{\mu b^2}{4\pi}\ln\frac{R}{r_0},\qquad R=\frac{2h}{\pi}\sin\frac{\pi h_f}{h}.$$

For $h_s\to\infty$ this returns $R=2h_f$. To compare $R$ with $2h_{\mathrm{eff}}$, set $x=h_f/h$, so that $h_{\mathrm{eff}}=hx(1-x)$. The product formula for the sine, with its factors regrouped, gives

$$\frac{R}{2h_{\mathrm{eff}}}=\frac{\sin\pi x}{\pi x(1-x)}
=\prod_{n=1}^{\infty}\left(1+\frac{x}{n}\right)\left(1-\frac{x}{n+1}\right)
=\prod_{n=1}^{\infty}\left[1+\frac{x(1-x)}{n(n+1)}\right].$$

Every factor is at least 1 and grows with $x(1-x)$. The ratio therefore lies between 1, approached when one layer is very thin, and $4/\pi\approx1.27$, reached for equal layers. Because the simple law sets $h_{\mathrm{eff}}=h_{c,\mathrm{bulk}}$, the outer length at its onset exceeds the bulk value $2h_{c,\mathrm{bulk}}$ by at most 27 %. For a screw dislocation the logarithm therefore changes little.

I now use the same $R$ for the edge dislocation of the example. This is a rough estimate, since the derivation covers only the screw case. On a frictionless flat support the energy of an edge line changes more, so the corrections below are too small. Such a support acts as a mirror for the edge line and does not relax it as a free surface does. Under a thick film the energy is then $K[\ln(2h_s/r_0)+\tfrac12]$, which moves the threshold substrate thickness from 6.1 to 6.9 nm. A plane-strain solution for the edge line on this support puts the onset near 60, 25, 10 and 7.3 nm for $h_s=8$, 10, 20 and 50 nm, so for the thinnest substrate the estimate below is low by about a factor of two. For $h_s=10$ nm and $h_f=15.8$ nm, $R=15.4$ nm replaces $2h_{c,\mathrm{bulk}}=12.2$ nm, and the logarithm rises from 4.81 to 5.04, or by 4.8 %.

The film thickness reacts more strongly. Differentiating $1/h_f=1/h_{c,\mathrm{bulk}}-1/h_s$ at fixed $h_s$ gives

$$\frac{\delta h_f}{h_f}=\frac{h_f}{h_{c,\mathrm{bulk}}}\,\frac{\delta h_{c,\mathrm{bulk}}}{h_{c,\mathrm{bulk}}}.$$

The amplification is $15.78/6.121=2.6$, so the first correction is about 12 %. The self-consistent solution gives $h_f=18.4$ nm, which is 16 % above the simple law, because $R$ grows further with $h_f$ and the response is not linear. Near the threshold the amplification $h_f/h_{c,\mathrm{bulk}}$ diverges. With this $R$ the relative correction from the logarithm stays finite all the same, because $R/(2h_{\mathrm{eff}})-1$ falls as $h_s/h_f$ for a thick film. This does not carry over to the edge line on the frictionless support, whose threshold is shifted. An error in $h_{c,\mathrm{bulk}}$ itself, for example from the choice of $r_0$, has no such compensation, and it makes the predicted $h_f$ unreliable there.

### If the bilayer may bend

Flatness is the more demanding condition. Consider a free membrane small enough to bend equally in both directions. In the example this means a width below about one micrometre. A spherical cap has to stretch its mid-plane, so a wider membrane first curves less than assumed here, which lowers the onset, and then rolls into a cylinder. Rolling relieves the strain along the cylinder axis much less, so dislocations that relieve this strain can become favourable at a far smaller film thickness than the values below. Measure $z$ from the mid-plane towards the film, and let an equal curvature $\kappa$ in both directions change the flat strain $\varepsilon_0(z)$ to $\varepsilon_0(z)-\kappa z$. The energy becomes

$$U=M\varepsilon_m^2h_{\mathrm{eff}}-2M\kappa\int\varepsilon_0z\,dz+\frac{M\kappa^2h^3}{12}.$$

The film centre lies at $z=h_s/2$ and the substrate centre at $z=-h_f/2$. Hence

$$\int\varepsilon_0z\,dz=\frac{h_fh_s}{2}(\varepsilon_f-\varepsilon_s)=\frac{\varepsilon_mh\,h_{\mathrm{eff}}}{2}.$$

Minimizing over $\kappa$ gives $\kappa=6\varepsilon_mh_{\mathrm{eff}}/h^2$ and

$$U=M\varepsilon_m^2h_{\mathrm{eff}}\left(1-\frac{3h_{\mathrm{eff}}}{h}\right).$$

For equal layers bending removes three quarters of the flat energy. The energy is still quadratic in the misfit, so at fixed $E_d$ the onset is $h_{\mathrm{eff}}(1-3h_{\mathrm{eff}}/h)=h_{c,\mathrm{bulk}}$. With $h_{\mathrm{eff}}=h_sx$ and $h_{\mathrm{eff}}/h=x(1-x)$, this reads

$$h_s\left(x-3x^2+3x^3\right)=\frac{h_s}{9}\left[1+(3x-1)^3\right]=h_{c,\mathrm{bulk}} .$$

The left side rises from 0 to $h_s$ as $x$ goes from 0 to 1, so the threshold $h_s=h_{c,\mathrm{bulk}}$ survives. The critical thicknesses change greatly. All entries are in nanometres:

| $h_s$ | simple law | with logarithm (estimate) | free bending with equal curvatures, fixed $E_d$ |
|---|---|---|---|
| 8 | 26.1 | 31.4 | 115 |
| 10 | 15.8 | 18.4 | 76 |
| 20 | 8.8 | 9.5 | 56 |
| 50 | 7.0 | 7.2 | 48 |

Even at $h_s=50$ nm, bending equally in both directions raises the result from 7 to 48 nm. The cubic explains this. Its slope vanishes at $x=1/3$, where the left side equals $h_s/9$. There the strain at the film surface, $\varepsilon_m(1-x)(1-3x)$, is zero, and added film stores no energy to first order. At fixed $E_d$, for $h_s<9h_{c,\mathrm{bulk}}=55$ nm (a boundary that shifts in proportion to any change of the line energy) the onset lies beyond this plateau, at $h_f>h_s/2$. The simple law should therefore be applied to membranes that are held flat, where it is quantitative only for $h_s$ of several $h_{c,\mathrm{bulk}}$ because of the change of $E_d$, or to free ones with $h_s$ far above $9h_{c,\mathrm{bulk}}$, where the critical thickness is close to the bulk value in any case. The small correction itself is not given correctly there: with equal curvatures in both directions its leading term is $4h_{c,\mathrm{bulk}}/h_s$ instead of $h_{c,\mathrm{bulk}}/h_s$. The full set of values is in the numerical output.

## Calculated quantities

```
shear modulus = 60 GPa, Poisson ratio = 0.25
biaxial modulus M = 200.0 GPa
Burgers component b = 0.40 nm, core cutoff = 0.10 nm
misfit = 1.00 %
line-energy prefactor = 1.0186 nJ/m
length prefactor/(M misfit b) = 1.2732 nm
bulk logarithm ln(2 hc/r0) = 4.8075
bulk line energy Ed = 4.8968 nJ/m
bulk critical thickness hc = 6.121 nm = 61.21 angstrom
critical film thickness in nm:
  hs | simple law | with log estimate | free bending, fixed Ed
  8 | 26.06 | 31.37 | 115.43
  10 | 15.78 | 18.36 | 76.22
  20 | 8.82 | 9.54 | 55.58
  50 | 6.97 | 7.20 | 47.84
at hs = 10 nm and hf = 15.78 nm (simple-law onset):
  film strain = 0.3879 %
  substrate strain = -0.6121 %
  film energy share = 38.79 %
  substrate energy share = 61.21 %
  total elastic energy = 0.1224 J/m^2
  plate outer length R = 15.405 nm, 2 hc = 12.242 nm
  plate logarithm ln(R/r0) = 5.0373
  change of logarithm = 4.78 %
  resulting change of hf = 16.36 %
beyond onset, hs = 10 nm, hf = 31.56 nm:
  effective thickness = 7.594 nm
  relieved misfit rho*b = 0.1939 %
  dislocation spacing = 206.2 nm
unequal moduli, Ms/Mf = 1.60, hs = 10 nm:
  critical film thickness = 9.91 nm
largest R/(2 heff) = 1.2732 (pure number)
```
